# How Stress Release Shifts the Quartic Polarization Anisotropy of Cubic Ferroelectrics, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Eliminating the strain

### 1. A special case

Consider a crystal in which each normal strain $e_i$ responds to its own polarization component and to nothing else. Its energy density contains

$$
F=A_0(P^2)^2+B_0S+\sum_{i=1}^{3}\left(\tfrac12 C_{11}e_i^2-C_{11}Q_{11}e_iP_i^2\right),
$$

where

$$
P^2=P_1^2+P_2^2+P_3^2,\qquad S=P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2 .
$$

If the crystal is held at zero strain, the bracket vanishes and the quartic energy is $A_0(P^2)^2+B_0S$. If the crystal is free, each strain settles where $\partial F/\partial e_i=C_{11}e_i-C_{11}Q_{11}P_i^2=0$, that is, at $e_i=Q_{11}P_i^2$. The bracket then equals

$$
\tfrac12C_{11}Q_{11}^2P_i^4-C_{11}Q_{11}^2P_i^4=-\tfrac12C_{11}Q_{11}^2P_i^4 .
$$

Squaring $P^2$ gives $(P^2)^2=\sum_iP_i^4+2S$, so $\sum_iP_i^4=(P^2)^2-2S$. The energy released is therefore

$$
-\tfrac12C_{11}Q_{11}^2\sum_iP_i^4=-\tfrac12C_{11}Q_{11}^2(P^2)^2+C_{11}Q_{11}^2S .
$$

The coefficient of $S$ has risen by $C_{11}Q_{11}^2$. A positive coefficient of $S$ penalizes polarization shared among several axes, so stress release favours a polarization along one cube axis. The reason is visible in the released energy: at given $P^2$, the sum $\sum_iP_i^4$ is largest when one component carries all the polarization.

The same case shows that the phrase "the coefficient of the pair products" needs a definition. Had the quartic energy been written as $a_{11}\sum_iP_i^4+a_{12}S$, the release would have changed $a_{11}$ and left $a_{12}$ alone. The shift studied here belongs to the splitting into an isotropic part $A(P^2)^2$ and a remainder $BS$. It is in this splitting that the second coefficient measures anisotropy.

### 2. Assumptions and energy

The general result rests on the following assumptions.

1. The unpolarized parent phase is cubic, with the inversion and mirror symmetry of a perovskite. The axes 1, 2, 3 are the cube axes.
2. Polarization and strain are uniform, and the electrodes are shorted, so that there is no macroscopic electric field.
3. The polarization energy is kept to fourth order, the elastic energy to second order in strain, and the coupling to first order in strain and second order in polarization.
4. "Clamped" means that all six strains are held at zero, measured from the cubic parent. "Stress-free" means that all six stresses vanish. Temperature is the same in both cases.

Strains are written in the engineering convention: $e_1,e_2,e_3$ are the normal strains, and

$$
e_4=2\varepsilon_{23},\qquad e_5=2\varepsilon_{13},\qquad e_6=2\varepsilon_{12},
$$

where $\varepsilon_{ij}$ is the symmetric strain tensor. The energy per unit volume is

$$
\begin{aligned}
F(\mathbf P,e)={}&aP^2+A_0(P^2)^2+B_0S\\
&+\tfrac12C_{11}(e_1^2+e_2^2+e_3^2)+C_{12}(e_1e_2+e_2e_3+e_3e_1)\\
&+\tfrac12C_{44}(e_4^2+e_5^2+e_6^2)-\sum_{k=1}^{6}s_k e_k ,
\end{aligned}
$$

with the forces conjugate to strain

$$
\begin{aligned}
s_1&=q_{11}P_1^2+q_{12}(P_2^2+P_3^2),\\
s_4&=q_{44}P_2P_3,
\end{aligned}
$$

and the others by permuting the axes: $s_5=q_{44}P_1P_3$, $s_6=q_{44}P_1P_2$. The stiffnesses $C_{11},C_{12},C_{44}$ are those at fixed polarization. The first line contains every quartic term that the symmetry allows. Mirror planes forbid odd powers of any component, which leaves $P_i^4$ and $P_i^2P_j^2$. Permutation of the axes then requires equal coefficients within each kind, so there are two independent terms, and $(P^2)^2$ and $S$ span them.

### 3. The elastic energy as a sum of squares

**Lemma 1.** Let $t=e_1+e_2+e_3$ and $d_i=e_i-t/3$. The elastic energy is

$$
U(e)=\tfrac16(C_{11}+2C_{12})t^2+\tfrac12(C_{11}-C_{12})\sum_id_i^2+\tfrac12C_{44}(e_4^2+e_5^2+e_6^2).
$$

**Proof.** Since $\sum_id_i=0$, inserting $e_i=d_i+t/3$ gives

$$
\sum_ie_i^2=\sum_id_i^2+\tfrac13t^2 .
$$

The products of different strains follow from $t^2=\sum_ie_i^2+2(e_1e_2+e_2e_3+e_3e_1)$:

$$
e_1e_2+e_2e_3+e_3e_1=\tfrac12\left(t^2-\sum_ie_i^2\right)=\tfrac13t^2-\tfrac12\sum_id_i^2 .
$$

Multiply the first expression by $\tfrac12C_{11}$ and the second by $C_{12}$, and add. The coefficient of $t^2$ is $\tfrac16C_{11}+\tfrac13C_{12}$, and that of $\sum_id_i^2$ is $\tfrac12C_{11}-\tfrac12C_{12}$. The shear terms are unchanged. ∎

The three parts describe a volume change, a change of shape with the cube axes still perpendicular, and a shear of those axes. They vary independently, so the unpolarized crystal is elastically stable when

$$
C_{11}+2C_{12}>0,\qquad C_{11}-C_{12}>0,\qquad C_{44}>0 .
$$

These inequalities are assumed from here on.

### 4. The spontaneous strain

**Lemma 2.** At fixed $\mathbf P$ the energy has one stationary strain $e^0$, and it is a minimum:

$$
e^0_1=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad e^0_4=Q_{44}P_2P_3,
$$

with the others by permutation. The constants are related by

$$
\begin{aligned}
q_{11}+2q_{12}&=(C_{11}+2C_{12})(Q_{11}+2Q_{12}),\\
q_{11}-q_{12}&=(C_{11}-C_{12})(Q_{11}-Q_{12}),\\
q_{44}&=C_{44}Q_{44}.
\end{aligned}
$$

**Proof.** The condition $\partial F/\partial e_4=0$ reads $C_{44}e_4=q_{44}P_2P_3$, which gives the shear strain with $Q_{44}=q_{44}/C_{44}$.

For the first normal strain,

$$
C_{11}e_1+C_{12}(e_2+e_3)=q_{11}P_1^2+q_{12}(P_2^2+P_3^2).
$$

Adding the three equations of this kind gives the volume strain:

$$
(C_{11}+2C_{12})t=(q_{11}+2q_{12})P^2 .
$$

Now write $e_2+e_3=t-e_1$ and $P_2^2+P_3^2=P^2-P_1^2$ in the first equation:

$$
(C_{11}-C_{12})e_1+C_{12}t=(q_{11}-q_{12})P_1^2+q_{12}P^2 .
$$

One third of the sum of the three equations of this form is

$$
(C_{11}-C_{12})\tfrac t3+C_{12}t=(q_{11}-q_{12})\tfrac{P^2}{3}+q_{12}P^2 .
$$

Subtracting it removes the terms $C_{12}t$ and $q_{12}P^2$:

$$
(C_{11}-C_{12})d_1=(q_{11}-q_{12})\left(P_1^2-\tfrac13P^2\right).
$$

With the stated relations between the constants, these results become

$$
t^0=(Q_{11}+2Q_{12})P^2,\qquad d^0_i=(Q_{11}-Q_{12})\left(P_i^2-\tfrac13P^2\right).
$$

Their combination $e^0_1=d^0_1+t^0/3$ contains $P_1^2$ with coefficient $Q_{11}-Q_{12}$ and $P^2$ with coefficient

$$
-\tfrac13(Q_{11}-Q_{12})+\tfrac13(Q_{11}+2Q_{12})=Q_{12}.
$$

Thus $e_1^0=(Q_{11}-Q_{12})P_1^2+Q_{12}P^2$, which is the strain claimed. The solution is unique because the three stability constants are nonzero. It is a minimum because $U$ is positive for every nonzero strain. ∎

Solving the two relations for the separate couplings, with $q_{11}=\tfrac13[(q_{11}+2q_{12})+2(q_{11}-q_{12})]$ and $q_{12}=\tfrac13[(q_{11}+2q_{12})-(q_{11}-q_{12})]$, gives

$$
q_{11}=C_{11}Q_{11}+2C_{12}Q_{12},\qquad q_{12}=C_{11}Q_{12}+C_{12}(Q_{11}+Q_{12}).
$$

**Lemma 3.** For every strain,

$$
F(\mathbf P,e)=F(\mathbf P,0)-U(e^0)+U(e-e^0).
$$

**Proof.** Write $U(e)=\tfrac12e\cdot Ce$ with the symmetric $6\times6$ stiffness matrix $C$. Stationarity means $s=Ce^0$, so the strain-dependent part of $F$ is $\tfrac12e\cdot Ce-e\cdot Ce^0$. Expanding $U(e-e^0)$ gives $\tfrac12e\cdot Ce-e\cdot Ce^0+\tfrac12e^0\cdot Ce^0$, where the two cross terms are equal because $C$ is symmetric. Subtracting $U(e^0)$ leaves the required expression. ∎

The coupling contributes $-2U(e^0)$ and the elastic cost returns $+U(e^0)$, so release lowers the energy by $U(e^0)$. Since $U(e-e^0)\ge0$, minimizing $F$ over polarization and strain together is the same as minimizing the reduced energy $F(\mathbf P,0)-U(e^0)$ over polarization.

### 5. The theorem

**Theorem.** Under the assumptions of Section 2, the stress-free energy is

$$
F_{\rm free}(\mathbf P)=aP^2+A(P^2)^2+BS,\qquad A=A_0+\Delta A,\quad B=B_0+\Delta B,
$$

with

$$
\boxed{\Delta B=(C_{11}-C_{12})(Q_{11}-Q_{12})^2-\tfrac12C_{44}Q_{44}^2}
$$

and

$$
\Delta A=-\tfrac16(C_{11}+2C_{12})(Q_{11}+2Q_{12})^2-\tfrac13(C_{11}-C_{12})(Q_{11}-Q_{12})^2 .
$$

**Proof.** By Lemma 3 we need $U(e^0)$, and Lemma 1 supplies it in three parts. The volume part is

$$
\tfrac16(C_{11}+2C_{12})(Q_{11}+2Q_{12})^2(P^2)^2 .
$$

For the shape part, expand the square and use $\sum_iP_i^2=P^2$:

$$
\begin{aligned}
\sum_i\left(P_i^2-\tfrac13P^2\right)^2
&=\sum_iP_i^4-\tfrac23(P^2)^2+\tfrac13(P^2)^2\\
&=\left[(P^2)^2-2S\right]-\tfrac13(P^2)^2=\tfrac23(P^2)^2-2S .
\end{aligned}
$$

Multiplication by $\tfrac12(C_{11}-C_{12})(Q_{11}-Q_{12})^2$ gives

$$
(C_{11}-C_{12})(Q_{11}-Q_{12})^2\left[\tfrac13(P^2)^2-S\right].
$$

The shear part is $\tfrac12C_{44}Q_{44}^2(P_2^2P_3^2+P_1^2P_3^2+P_1^2P_2^2)=\tfrac12C_{44}Q_{44}^2S$. Subtract all three parts from the clamped energy. The shape part enters $U(e^0)$ with $-S$ and therefore raises $B$; the shear part enters with $+S$ and lowers it. Collecting $(P^2)^2$ gives $\Delta A$. ∎

The two terms of $\Delta B$ compete. A polarization along $[100]$ produces no shear of the cube axes but a large change of shape. A polarization along $[111]$ has $P_i^2=P^2/3$ for every $i$, so its shape part vanishes and it gains from shear instead. The volume part is the same for all directions and drops out of the anisotropy.

### 6. Three remarks on conventions

**The other quartic form.** Substituting $(P^2)^2=\sum_iP_i^4+2S$ gives $a_{11}=A$ and $a_{12}=2A+B$. Hence $B=a_{12}-2a_{11}$, and

$$
\begin{aligned}
\Delta a_{12}={}&2\Delta A+\Delta B\\
={}&-\tfrac13(C_{11}+2C_{12})(Q_{11}+2Q_{12})^2\\
&+\tfrac13(C_{11}-C_{12})(Q_{11}-Q_{12})^2-\tfrac12C_{44}Q_{44}^2 .
\end{aligned}
$$

This contains the volume strain, which has no bearing on direction. In the special case of Section 1, $C_{12}=Q_{12}=Q_{44}=0$, and the first two terms cancel.

**The shear convention.** If a constant $Q'_{44}$ is defined by $\varepsilon_{23}=Q'_{44}P_2P_3$, then $e_4=2\varepsilon_{23}$ gives $Q_{44}=2Q'_{44}$. The shear term becomes $-2C_{44}Q'^{\,2}_{44}$, four times as large for the same tabulated number.

**The isotropic limit.** In an isotropic solid no direction can be preferred. Its elastic energy $\tfrac12\lambda t^2+\mu\sum_{ij}\varepsilon_{ij}^2$ gives $C_{11}=\lambda+2\mu$, $C_{12}=\lambda$ and $C_{44}=\mu$, so $C_{11}-C_{12}=2C_{44}$. Its spontaneous strain has the form $\varepsilon_{ij}=Q_{12}P^2\delta_{ij}+(Q_{11}-Q_{12})P_iP_j$, so $Q_{44}=2(Q_{11}-Q_{12})$. Then

$$
\Delta B=2C_{44}\left(\tfrac12Q_{44}\right)^2-\tfrac12C_{44}Q_{44}^2=0,
$$

as it must. The cancellation would fail if $Q'_{44}$ were inserted in place of $Q_{44}$ without changing the formula, so it fixes the factor $\tfrac12$ for engineering shear strain.

## Part II. Phase boundary, rotation of polarization and an example

### 7. Symbols and results carried over

The polarization is $\mathbf P$, with $P^2=\sum_iP_i^2$ and $S=P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2$. The quartic energy is $A(P^2)^2+BS$, and the quadratic energy is $aP^2$. Subscript 0 marks the coefficients of the crystal clamped at zero strain. In the stress-free crystal $A=A_0+\Delta A$ and $B=B_0+\Delta B$, with

$$
\Delta B=(C_{11}-C_{12})(Q_{11}-Q_{12})^2-\tfrac12C_{44}Q_{44}^2 .
$$

The spontaneous strain is $e^0_1=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2)$ and $e^0_4=Q_{44}P_2P_3$, with permutations. At any strain $e$ the energy is $F_{\rm free}(\mathbf P)+U(e-e^0)$, where $U$ is the elastic energy. The couplings are $q_{11}=C_{11}Q_{11}+2C_{12}Q_{12}$, $q_{12}=C_{11}Q_{12}+C_{12}(Q_{11}+Q_{12})$ and $q_{44}=C_{44}Q_{44}$.

### 8. Which axis wins

**Proposition 1.** Let $a<0$, $A>0$ and $A+B/3>0$. In the quartic model the polarization of lowest energy lies along a $\langle100\rangle$ axis if $B>0$ and along a $\langle111\rangle$ axis if $B<0$. A polarization along $\langle110\rangle$ is a saddle point for $B\ne0$.

**Proof.** Write $\mathbf P=P\mathbf n$ with a unit vector $\mathbf n$, and set $g=S/P^4$. With $x_i=n_i^2$ and $\sum_ix_i=1$,

$$
g=\tfrac12\left(1-\sum_ix_i^2\right).
$$

The sum $\sum_ix_i^2$ is at most 1, reached when one $x_i$ equals 1. It is at least $1/3$, reached when all are equal, because $\sum_i(x_i-\tfrac13)^2=\sum_ix_i^2-\tfrac13\ge0$. Hence $0\le g\le1/3$, with the ends at $\langle100\rangle$ and $\langle111\rangle$. For $\langle110\rangle$, $g=1/4$.

Along a fixed direction the energy is $aP^2+(A+gB)P^4$. The coefficient $A+gB$ is linear in $g$ and positive at both ends, so it is positive throughout. Setting the derivative with respect to $P^2$ to zero gives

$$
P^2=-\frac{a}{2(A+gB)},\qquad F_{\min}=-\frac{a^2}{4(A+gB)} .
$$

The energy is lowest where $A+gB$ is smallest: at $g=0$ for $B>0$ and at $g=1/3$ for $B<0$.

Near $[110]$, rotate first in the plane, $\mathbf n=(\cos\varphi,\sin\varphi,0)$. Then $g=\tfrac14\sin^22\varphi$, which has a maximum at $\varphi=45^\circ$. Rotate next towards $[111]$, with $\mathbf n=(\cos\psi/\sqrt2,\cos\psi/\sqrt2,\sin\psi)$ and $u=\cos^2\psi$. Then

$$
g=\tfrac14u^2+u(1-u)=u-\tfrac34u^2\simeq\tfrac14+\tfrac12\psi^2
$$

for small $\psi$, since $u\simeq1-\psi^2$. So $g$ falls in one direction and rises in the other, and for either sign of $B$ the energy has one falling direction. ∎

The boundary between the tetragonal $\langle100\rangle$ phase and the rhombohedral $\langle111\rangle$ phase is $B=0$. In terms of the clamped coefficient it lies at

$$
B_0=0\ \text{(clamped)},\qquad B_0=-\Delta B\ \text{(stress-free)}.
$$

If $\Delta B>0$, every crystal with $-\Delta B<B_0<0$ is rhombohedral when clamped and tetragonal when free, provided that the conditions of Proposition 1 hold in both states. If $B_0$ varies linearly with composition $x$, release moves the boundary by $-\Delta B/(dB_0/dx)$, with temperature and the other constants held fixed.

The conditions matter because $\Delta A$ is never positive. Along $[111]$ the coefficient also falls, since the shape parts cancel in

$$
\Delta A+\tfrac13\Delta B=-\tfrac16(C_{11}+2C_{12})(Q_{11}+2Q_{12})^2-\tfrac16C_{44}Q_{44}^2 .
$$

Strong electrostriction can therefore make a quartic coefficient negative on release. The quartic energy is then unbounded below, and sixth-order terms are needed to find the phase.

Stress release shifts the anisotropy coefficient by $\Delta B$ and so moves the boundary between the tetragonal and rhombohedral phases from $B_0=0$ to $B_0=-\Delta B$, as long as the quartic model's stability conditions hold. What remains is to treat applied stress and partial release, find the stiffness against rotation of the polarization, work through a numerical example and examine what the model leaves out.
